# Mean First-Passage Time with Position-Dependent Diffusion and the Corrected Kramers Rate

**Q.** You want the mean time for a diffusing particle to reach a point when $D$ depends on position. I doubt that the problem is even defined. Where does the gradient of $D$ enter the equation of motion?

**A.** Thermal equilibrium settles it. Let the particle move on a line in a potential of mean force $U(x)$, with friction so strong that velocity has relaxed at every instant. Write $\beta=1/kT$, let $p(x,t)$ be the probability density, and use primes for $x$-derivatives. I assume a local linear flux, $J=-D\,p'+vp$ with $D(x)>0$. It must vanish for $p\propto e^{-\beta U}$, where $p'=-\beta U'p$. Hence $v=-\beta DU'$, and

$$J=-Dp'-\beta DU'p=-De^{-\beta U}\left(e^{\beta U}p\right)'.$$

Conservation gives $\partial_tp=-J'$. Since $Dp'=(Dp)'-D'p$,

$$\partial_tp=(Dp)''-(Ap)',\qquad A=D'-\beta DU'.$$

Start the particle at $x_0$, multiply by $x-x_0$ or $(x-x_0)^2$, and integrate by parts. For a short time $\tau$ the displacement $\xi$ has

$$\langle\xi\rangle=A(x_0)\tau,\qquad \langle\xi^2\rangle=2D(x_0)\tau,$$

up to terms smaller than $\tau$. The gradient of $D$ is therefore part of the mean displacement. Without it, the stationary density would not be $e^{-\beta U}$.

**Q.** That describes where particles go. You need a time as a function of where they start.

**A.** Then vary the starting point. Let $S(t|x)$ be the probability that a particle started at $x$ has not yet reached the absorbing point $b$. To survive for $t+\tau$, it makes a first step $\xi$ and then survives for $t$ from its new position:

$$S(t+\tau|x)=\langle S(t|x+\xi)\rangle=S+\tau\,(AS'+DS'')+o(\tau).$$

Dividing by $\tau$ and inserting $A$ gives the backward equation

$$\partial_tS=DS''+D'S'-\beta DU'S'=e^{\beta U}\left(De^{-\beta U}S'\right)'.$$

Expanding the last derivative reproduces the three terms before it.

**Q.** And the ends of the interval?

**A.** At $b$ the particle is removed, so $S(t|b)=0$. At the other end, $a<b$, there is a reflecting wall. A particle at the wall can move only inward, so its mean displacement is of order $\sqrt{D\tau}$, not $\tau$. The change of $S$ during $\tau$ is of order $\tau$, so the term $S'(t|a)\langle\xi\rangle$ must be absent: $S'(t|a)=0$.

**Q.** How do you get a mean time without solving for $S$?

**A.** The density of arrival times is $-\partial_tS$. On a finite interval with an absorbing end, $S$ decays exponentially at long times, so the boundary term below vanishes:

$$T(x)=\int_0^\infty t\,(-\partial_tS)\,dt=\left[-tS\right]_0^\infty+\int_0^\infty S\,dt=\int_0^\infty S\,dt.$$

Integrate the backward equation over all times. Its left side gives $S(\infty|x)-S(0|x)=0-1$, so

$$e^{\beta U}\left(De^{-\beta U}T'\right)'=-1,\qquad T'(a)=0,\quad T(b)=0.$$

Multiply by $e^{-\beta U}$ and integrate from $a$ to $y$. The lower limit contributes nothing because $T'(a)=0$:

$$D(y)e^{-\beta U(y)}T'(y)=-\int_a^ye^{-\beta U(z)}dz.$$

Solve for $T'(y)$ and integrate from $x$ to $b$. The left side becomes $T(b)-T(x)=-T(x)$, and the signs cancel:

$$\boxed{T(x)=\int_x^bdy\,\frac{e^{\beta U(y)}}{D(y)}\int_a^ydz\,e^{-\beta U(z)}}$$

**Q.** Is there a case I can check in my head?

**A.** Take $U=0$, constant $D$ and $a=0$. The inner integral is $y$, and $T=(b^2-x^2)/(2D)$, the usual quadratic growth of diffusion times with distance. In general, the step from $y$ to $y+dy$ costs a mean time equal to the outer integrand times $dy$. It is long if $U(y)$ is high or $D(y)$ is small, and also if there is much Boltzmann weight behind $y$ into which the particle can fall back.

No barrier has been assumed so far. The numerical check checks the formula against a jump process built from the drift and variance alone. One of its cases has a low barrier and a wall close enough to matter.

**Q.** Now put in a barrier. Two nested integrals do not look like a rate constant.

**A.** They separate when the barrier is high. Let $U$ have a quadratic minimum at $m$ and a quadratic maximum at $s$, with $a<m<s<b$, and define

$$\kappa_m=U''(m),\qquad \kappa_s=|U''(s)|,\qquad \Delta U=U(s)-U(m).$$

The integrand contains $e^{\beta[U(y)-U(z)]}$ with $z<y$. I assume that the largest climb $U(y)-U(z)$ occurs at $y=s$, $z=m$ and nowhere else. The start lies in the well, and $b$ lies well beyond $s$.

For $y$ near $s$, moving the upper limit $y$ of the inner integral changes it by an exponentially small fraction, because the weight sits near $m$. The inner integral can then be replaced by a constant, the full well integral. Keeping the quadratic parts of $U$,

$$\int e^{-\beta U(z)}dz\simeq e^{-\beta U(m)}\sqrt{\frac{2\pi}{\beta\kappa_m}},\qquad
\int\frac{e^{\beta U(y)}}{D(y)}dy\simeq\frac{e^{\beta U(s)}}{D(s)}\sqrt{\frac{2\pi}{\beta\kappa_s}}.$$

Their product is the leading time $T_K$, and its inverse is

$$k_K=\frac1{T_K}=\frac{\beta D(s)\sqrt{\kappa_m\kappa_s}}{2\pi}\,e^{-\beta\Delta U}.$$

With a friction coefficient $\gamma$ defined by $D(s)=kT/\gamma$, the prefactor is $\sqrt{\kappa_m\kappa_s}/(2\pi\gamma)$. This is the Kramers rate for strong friction.

**Q.** Why does $D$ in the well not appear? Surely a sluggish well delays escape.

**A.** It delays motion within the well, but the inner integral is an equilibrium weight and contains no $D$. The factor $1/D(y)$ belongs to the outer integral, which is concentrated at $s$. Changing a smooth positive $D$ away from $s$ alters $T$ by an exponentially small fraction, so it affects no power of $kT$ in the expansion. At a finite barrier the part of the outer integral that lies in the well still grows in proportion to $1/D$ there. The statement therefore holds only while that part is small compared with $T$, and a very small $D$ in the well does lengthen the time.

**Q.** You called $1/T$ a rate. A mean time can always be inverted. Why should the decay be exponential?

**A.** That needs its own argument. Put $w=e^{-\beta U}$ and consider the slowest mode $\psi(x)e^{-\lambda_1t}$ of the backward equation, for which $(Dw\psi')'=-\lambda_1w\psi$. Multiplying by $\psi$ and integrating by parts shows that $\lambda_1$ is the minimum of

$$R[\phi]=\frac{\int_a^bDw\,\phi'^2dx}{\int_a^bw\,\phi^2dx},\qquad \phi(b)=0.$$

Replacing $\psi$ by $|\psi|$ leaves $R$ unchanged, so we may take $\psi\ge0$. One integration gives $Dw\psi'=-\lambda_1\int_a^yw\psi\,dz\le0$, so $\psi$ decreases from $a$. Scale it to $\psi(a)=1$.

First, $\lambda_1$ is small. Let $h(x)=\int_x^be^{\beta U}/D\,dy$, and take the trial function $\phi=1$ for $x\le m$ and $\phi=h(x)/h(m)$ beyond. The numerator of $R$ is $1/h(m)$ and the denominator is at least $\int_a^mw\,dz$. To leading order the latter is half the well integral and $h(m)$ is the barrier integral, so $\lambda_1$ is bounded by a quantity that tends to $2/T_K$ as the barrier grows.

Second, $\psi$ is flat in the well. Integrating its equation as we did for $T$ gives

$$\psi(x)=\lambda_1\int_x^bdy\,\frac{e^{\beta U(y)}}{D(y)}\int_a^ydz\,w(z)\psi(z).$$

Choose a point $x_*$ between $m$ and $s$. Since $\psi\le1$,

$$1-\psi(x_*)\le\lambda_1\,[T(a)-T(x_*)].$$

The bracket contains only climbs smaller than $\Delta U$, so the right side is exponentially small.

Third, set $x=a$ in the equation for $\psi$. Since $\psi\le1$, we get $1\le\lambda_1T(a)$. Keeping only $z\le x_*$, where $\psi$ is nearly 1, loses an exponentially small share of the double integral and gives $1\ge\lambda_1T(a)(1-\text{small})$. Hence $\lambda_1T\to1$ for starts in the well.

**Q.** That identifies the slowest decay rate. The faster modes could still carry much of the survival probability.

**A.** The difference $S-\psi e^{-\lambda_1t}$ obeys the backward equation and starts from $1-\psi\ge0$. It is the average of that nonnegative function over surviving paths, so it stays nonnegative. Its time integral is $T-\psi/\lambda_1$, a vanishing fraction of $T$ for a start in the well. Apart from that fraction, the survival curve is one exponential.

**Q.** Then how wrong is $k_K$ at a finite barrier? I expect the neglected cubic term to give an error of order $\sqrt{kT}$.

**A.** It would, if a single cubic factor survived the integration. Write $\varepsilon=kT$ and consider one peak, with $u$ measured from it:

$$I=\int g\,e^{-f/\varepsilon}du,\quad f=\tfrac12\kappa u^2+\tfrac16f_3u^3+\tfrac1{24}f_4u^4+\dots,\quad g=g_0+g_1u+\tfrac12g_2u^2+\dots$$

The Gaussian restricts $u$ to order $\sqrt{\varepsilon/\kappa}$, so $u^3/\varepsilon$ is of order $\sqrt\varepsilon$ and $u^4/\varepsilon$ of order $\varepsilon$. Expanding the non-Gaussian part,

$$e^{-f/\varepsilon}=e^{-\kappa u^2/2\varepsilon}\left[1-\frac{f_3u^3}{6\varepsilon}-\frac{f_4u^4}{24\varepsilon}+\frac{f_3^2u^6}{72\varepsilon^2}+\dots\right].$$

Terms of relative order $\sqrt\varepsilon$ are odd in $u$ and integrate to zero. Four terms of order $\varepsilon$ remain after multiplication by $g$:

$$\frac{g_2u^2}{2}-\frac{g_1f_3u^4}{6\varepsilon}-\frac{g_0f_4u^4}{24\varepsilon}+\frac{g_0f_3^2u^6}{72\varepsilon^2}.$$

The Gaussian averages of $u^2,u^4,u^6$ are $\varepsilon/\kappa$, $3\varepsilon^2/\kappa^2$ and $15\varepsilon^3/\kappa^3$. Therefore

$$I=g_0\sqrt{\frac{2\pi\varepsilon}{\kappa}}\left\{1+\varepsilon\left[\frac{g_2}{2g_0\kappa}-\frac{g_1f_3}{2g_0\kappa^2}-\frac{f_4}{8\kappa^2}+\frac{5f_3^2}{24\kappa^3}\right]+O(\varepsilon^2)\right\}.$$

The order $\varepsilon^{3/2}$ is again odd and vanishes.

**Q.** Apply it to both integrals, and show me the signs at the barrier.

**A.** In the well $g=1$ and $f=U-U(m)$, so the bracket is

$$C_m=\frac{5U'''(m)^2}{24\kappa_m^3}-\frac{U''''(m)}{8\kappa_m^2}.$$

At the barrier $f=U(s)-U$, so $f_3=-U'''(s)$ and $f_4=-U''''(s)$. With $g=1/D$,

$$\frac{g_1}{g_0}=-\frac{D'}D,\qquad \frac{g_2}{2g_0}=\left(\frac{D'}D\right)^2-\frac{D''}{2D}.$$

In the mixed term, the signs of $g_1$ and $f_3$ cancel each other, and the minus sign in front remains:

$$C_s=\frac{5U'''(s)^2}{24\kappa_s^3}+\frac{U''''(s)}{8\kappa_s^2}+\frac1{\kappa_s}\left[\left(\frac{D'}D\right)^2-\frac{D''}{2D}\right]-\frac{D'}D\,\frac{U'''(s)}{2\kappa_s^2},$$

with $D$ and its derivatives taken at $s$. Multiplying the two expansions adds their first-order terms:

$$T=T_K\left[1+kT(C_m+C_s)+O((kT)^2)\right],$$

$$\boxed{k=k_K\left[1-kT(C_m+C_s)+O((kT)^2)\right]}$$

The minus sign comes from $1/(1+q)=1-q+O(q^2)$. Here $U$ and $D$ are held fixed while $kT$ becomes small. If they depend on temperature, their values at the temperature of interest go into the formula, and that dependence must be counted separately in any expansion in $kT$.

**Q.** Give me numbers.

**A.** Hartree units do not suit classical diffusion, so I use nm, ns and $kT$. Take the model

$$\frac U{kT}=8\left(3.75x^2-3.5x^3+0.75x^4\right),\qquad D=1-0.5x+0.1x^2,$$

with $x$ in nm and $D$ in nm²/ns. The well is at 0 and the top at 1 nm, the barrier is $8\,kT$, the wall stands at $-1$ nm and absorption is at 2 nm. The curvatures $\kappa_m$ and $\kappa_s$ are 60 and 36 $kT$/nm². The third derivatives at well and top are $-168$ and $-24$ $kT$/nm³, and the fourth is 144 $kT$/nm⁴.

The Gaussian well integral is 0.3236 nm and the barrier integral is 2075.6 ns/nm, both with energies measured from the well bottom. Hence

$$T_K=0.3236\times2075.6=671.7\ \text{ns}.$$

The well correction is

$$kT\,C_m=\frac{5(168)^2}{24(60)^3}-\frac{144}{8(60)^2}=0.0272-0.0050=0.0222.$$

The shape of the barrier gives

$$\frac{5(24)^2}{24(36)^3}+\frac{144}{8(36)^2}=0.0026+0.0139=0.0165.$$

At the top $D=0.60$, $D'=-0.30$ and $D''=0.20$ in the same units, so $D'/D=-0.5$ and $D''/(2D)=0.1667$. The variation of $D$ gives

$$\frac{0.25-0.1667}{36}-\frac{(-0.5)(-24)}{2(36)^2}=0.0023-0.0046=-0.0023.$$

The total is 0.0364. The corrected time is $671.7\times1.0364=696.1$ ns, against 700.5 ns from the full double integral. The full rate is $1.427\times10^{-3}$ ns⁻¹, or $1.427\times10^6$ s⁻¹. Relative to it, $k_K$ is 4.3% too high and the corrected rate 0.5% too high.

**Q.** One barrier height proves little. Perhaps the improvement is luck.

**A.** At 12 $kT$ the two errors are 2.7% and 0.19%, and at 20 $kT$ they are 1.5% and 0.06%. Between these heights the corrected error falls by a factor of about 3.1. A pure second-order remainder would give $(20/12)^2=2.8$. The program also extrapolates the double integral to high barriers for three profiles of $D$ and tests the first coefficient for each. The profiles share $D(s)$ but differ in slope and in the well.

The exponential decay is a separate matter. The product $\lambda_1T$ differs from 1 by 1.3% at 4 $kT$ and by 0.03% at 8 $kT$.

**Q.** You started at the bottom of the well and absorbed at 2 nm. How much depends on those choices?

**A.** The start hardly matters within the well: from $-0.2$ nm the time is 700.55 ns and from 0.3 nm it is 700.29 ns, against 700.53 ns from the bottom. From the barrier top it is 362.5 ns, because many paths fall back into the well and must escape again.

The absorbing point matters if it is near the top. Put $b=s$. The outer integral then covers only $u<0$, and the odd terms survive. With

$$\int_{-\infty}^0u\,e^{-\kappa u^2/2\varepsilon}du=-\frac\varepsilon\kappa,\qquad
\int_{-\infty}^0u^3e^{-\kappa u^2/2\varepsilon}du=-\frac{2\varepsilon^2}{\kappa^2},$$

the terms $g_1u-g_0f_3u^3/(6\varepsilon)$ contribute $-g_1\varepsilon/\kappa+g_0f_3\varepsilon/(3\kappa^2)$. Divide by the half Gaussian, $\tfrac12g_0\sqrt{2\pi\varepsilon/\kappa}$, and insert the barrier values:

$$T_{b=s}=\frac{T_K}2\left\{1+\sqrt{\frac{2kT}{\pi\kappa_s}}\left[\frac{D'}D-\frac{U'''(s)}{3\kappa_s}\right]+O(kT)\right\}.$$

The leading factor is one half because a particle that has just reached the top returns to the well about half the time. The inverse of this time is therefore about twice the escape rate.

**Q.** Does the square-root term help at 8 $kT$?

**A.** No, it makes the estimate worse. The full value is 338.0 ns. Half of $T_K$ is 335.8 ns, and the square-root term lowers it to 323.4 ns, a change of $-3.7\%$.

The next order explains this. Its terms are even in $u$, so half the line gives half their full integral, and their relative size is again $kT(C_m+C_s)=+3.6\%$. The two corrections nearly cancel here, leaving about 335.6 ns. That is still 0.7% below the full value and no better than $T_K/2$; the remainder belongs to higher orders. The coefficient of the square-root term is confirmed by extrapolation to high barriers, but in this model at 8 $kT$ that term should not be used alone.

**Q.** When should I distrust the corrected rate altogether?

**A.** When the peaks are not smooth and quadratic, or are too wide for the expansion. The width at the top is $\sqrt{kT/\kappa_s}$, here $1/6$ nm, and $D$ and the curvature must change little over it. A flat top has $\kappa_s=0$, and a cusp has no second derivative, so each needs a different local integral. A second well or barrier with a comparable climb adds another contribution of similar size. For any of these shapes the double integral still gives the mean time, provided the motion is overdamped, $D$ stays positive, and the local flux law assumed at the start holds. When $x$ is one coordinate of a larger system, that last condition requires the other coordinates to equilibrate faster than $x$ moves. If velocity does not relax quickly during the crossing, the starting equation itself fails, and no further term in $kT$ from this expansion repairs it.

## Values computed for the example and the checks

```
barrier height: 8.0 kT
wall, well, top, absorber: -1.0, 0.0, 1.0, 2.0 nm
U at wall and absorber: 64.0, -8.0 kT
curvature at well, |curvature| at top: 60.0, 36.0 kT/nm^2
third derivative at well, top: -168.0, -24.0 kT/nm^3
fourth derivative: 144.0 kT/nm^4
D at well, top: 1.00, 0.60 nm^2/ns
D' at top: -0.30 nm/ns
D'' at top: 0.20 1/ns
Gaussian well integral: 0.32360 nm
Gaussian barrier integral: 2075.60 ns/nm
relative correction, well shape: 0.02222
relative correction, barrier shape: 0.01646
relative correction, variation of D: -0.00231
relative correction, total: 0.03637
Kramers time: 671.67 ns
corrected time: 696.10 ns
full double-integral time: 700.53 ns
Kramers rate: 1.488821e-03 1/ns
corrected rate: 1.434675e-03 1/ns
full rate 1/T: 1.427491e-03 1/ns = 1.4275e+06 1/s
time from start -0.2 nm: 700.55 ns
time from start 0.3 nm: 700.29 ns
time from start 1.0 nm: 362.49 ns
time from well to absorber at top: 338.04 ns
half Kramers time: 335.84 ns
half Kramers time with square-root term: 323.43 ns
square-root coefficient, extrapolated and formula: -0.10436, -0.10448
slowest two decay rates: 1.4273e-03, 2.0138e+01 1/ns
decay rate times mean time minus 1 at 4 kT: 1.32e-02
decay rate times mean time minus 1 at 8 kT: 3.20e-04
largest relative gap, jump process to double integral: 1.5e-08
falling D (well 1.0, top 0.6 nm^2/ns): c extrapolated 0.29095, formula 0.29095
constant D (well 0.6, top 0.6 nm^2/ns): c extrapolated 0.30947, formula 0.30947
rising D (well 0.4, top 0.6 nm^2/ns): c extrapolated 0.36502, formula 0.36502
barrier/kT, T/T_K, 1+c/B, rate error Kramers %, corrected %
5, 1.07863, 1.05819, 7.863, 1.587
8, 1.04296, 1.03637, 4.296, 0.503
12, 1.02675, 1.02425, 2.675, 0.185
20, 1.01536, 1.01455, 1.536, 0.059
```
